# Field-Assisted Charged-Vacancy Flux Through Hafnia to a Perfect Sink: test program

```python
# Result under test: steady flux of charged vacancies through a film,
#   J = (D c0 / L) F(P),  F(P) = P / (1 - exp(-P)),  P = v L / D,
# with concentration c0 at the source, zero at the sink, and uniform field.
# D: diffusivity, v: drift velocity toward the sink, L: film thickness.
# With the Einstein relation P = z e E L / (k T), z: vacancy charge number.
# Scaled variables: s = x/L, c in units of c0, flux in units of D c0/L,
# potential energy in units of k T.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp


def enhancement(p):
    return 1.0 if p == 0 else p / -np.expm1(-p)


def transport_solution(local_drift, source_res=0.0, sink_res=0.0):
    """Central differences for flux = -c' + local_drift*c on equal cells.
    Resistances are D/(k L), with k the exchange speed at each contact."""
    cells = len(local_drift)
    matrix = np.zeros((cells + 2, cells + 2))
    rhs = np.zeros(cells + 2)
    i = np.arange(cells)
    matrix[i, i] = cells + local_drift / 2
    matrix[i, i + 1] = -cells + local_drift / 2
    matrix[i, -1] = -1.0
    matrix[cells, 0] = 1.0
    matrix[cells, -1] = source_res
    rhs[cells] = 1.0
    matrix[cells + 1, cells] = 1.0
    matrix[cells + 1, -1] = -sink_res
    answer = np.linalg.solve(matrix, rhs)
    return answer[:-1], answer[-1]


# Rough, round inputs for a hafnia gate stack with a scavenging metal
z = 2
L_nm = 3.0
field = 0.5               # MV/cm
T = 700.0                 # K
D = 1e-11                 # cm2/s
c0 = 1e18                 # cm^-3
kappa_film, kappa_oxide = 20.0, 3.9
hops = 12
interlayer_nm = 0.5
oxide_density = 2.2       # g/cm3
oxide_molar_mass = 60.08  # g/mol
breakdown_field = 4.0     # MV/cm, rough
barrier = 1.2             # eV, rough
T_use = 358.0             # K

k_eV = const.k / const.e
kT = k_eV * T
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
volt_per_nm = 0.1         # one MV/cm expressed in V/nm
hop_nm = L_nm / hops
L_cm = L_nm * 1e-7
drop = field * volt_per_nm * L_nm
P = z * drop / kT
F = enhancement(P)
M = 600
nodes = np.linspace(0, 1, M + 1)

# Flux law, both field directions, against the transport equation
for p in (-5.0, -1.0, 0.0, 1.0, P, 20.0):
    _, flux = transport_solution(np.full(M, p))
    assert abs(flux / enhancement(p) - 1) < 1e-3

# Concentration profile
profile, flux_numeric = transport_solution(np.full(M, P))
profile_formula = np.expm1(-P * (1 - nodes)) / np.expm1(-P)
assert np.max(np.abs(profile - profile_formula)) < 1e-4

# Small-field slope and curvature, large-field limit, reversal identities
small = 0.3
flux_plus = transport_solution(np.full(M, small))[1]
flux_minus = transport_solution(np.full(M, -small))[1]
assert abs((flux_plus - flux_minus) / (2 * small) - 0.5) < 1e-5
assert abs((flux_plus + flux_minus - 2) / small**2 - 1 / 6) < 1e-3
assert abs(transport_solution(np.full(M, 20.0))[1] / 20 - 1) < 1e-3
flux_reverse = transport_solution(np.full(M, -P))[1]
assert abs(flux_reverse / flux_numeric / np.exp(-P) - 1) < 1e-3
assert abs(flux_numeric - flux_reverse - P) < 1e-3

# Finite exchange speed at both contacts, of one-hop size k = D/hop
res = hop_nm / L_nm


def contact_flux(p, source_res, sink_res):
    return 1 / (1 / enhancement(p) + source_res + np.exp(-p) * sink_res)


for p in (0.0, P):
    for rs, rr in ((res, res), (0.0, 1.0), (1.0, 0.0)):
        numeric = transport_solution(np.full(M, p), rs, rr)[1]
        assert abs(numeric / contact_flux(p, rs, rr) - 1) < 1e-3
contact_on = contact_flux(P, res, res)
contact_off = contact_flux(0.0, res, res)

# Explicit hopping equations with symmetric barriers
step = P / hops
forward, backward = np.exp(step / 2), np.exp(-step / 2)
rates = (np.diag(np.full(hops - 1, -(forward + backward)))
         + np.diag(np.full(hops - 2, forward), -1)
         + np.diag(np.full(hops - 2, backward), 1))
supply = np.zeros(hops - 1)
supply[0] = -forward
occupation = np.linalg.solve(rates, supply)
hopping_F = hops * (forward - backward * occupation[0])
hopping_formula = 2 * hops * np.sinh(step / 2) / -np.expm1(-P)
assert abs(hopping_F / hopping_formula - 1) < 1e-10

# Slowest transient from the time-dependent equation
n = 200
generator = (np.diag(np.full(n - 1, -2.0 * n**2))
             + np.diag(np.full(n - 2, n**2 + P * n / 2), -1)
             + np.diag(np.full(n - 2, n**2 - P * n / 2), 1))
slow_rate = np.min(-np.linalg.eigvals(generator).real)
rate_formula = np.pi**2 + P**2 / 4
assert abs(slow_rate / rate_formula - 1) < 1e-3
relaxation = L_cm**2 / D / rate_formula

# Space charge: transport and Poisson equations at fixed voltage drop
space = (4 * np.pi * coulomb / kappa_film * z**2
         * c0 * 1e-21 * L_nm**2 / kT)


def coupled_rhs(s, y, par):
    return np.vstack((y[1] * y[0] - par[0], space * y[0], y[1]))


def coupled_ends(left, right, par):
    return np.array([left[0] - 1, right[0], left[2], right[2] - P])


start = np.vstack((profile_formula, np.full(M + 1, P), P * nodes))
coupled = solve_bvp(coupled_rhs, coupled_ends, nodes, start, p=[F],
                    tol=1e-7, max_nodes=20000)
assert coupled.success
space_F = coupled.p[0]
middles = (nodes[1:] + nodes[:-1]) / 2
space_check = transport_solution(coupled.sol(middles)[1])[1]
assert abs(space_check / space_F - 1) < 1e-3

# Image forces, single reflections; image planes one hop outside the film
image_length = z**2 * coulomb / (4 * kappa_film * kT)  # nm
reflection = (kappa_film - kappa_oxide) / (kappa_film + kappa_oxide)


def potential(s, p, r):
    metal = -image_length / (s * L_nm + hop_nm)
    oxide = r * image_length / ((1 - s) * L_nm + hop_nm)
    return metal + oxide - p * s


def image_flux(p, r):
    origin = potential(0.0, p, r)
    integral = quad(lambda s: np.exp(potential(s, p, r) - origin),
                    0, 1, epsabs=1e-10, epsrel=1e-10, limit=200)[0]
    return 1 / integral


image = {}
for r in (0.0, reflection):
    for p in (0.0, P):
        image[r, p] = image_flux(p, r)
        slope = -np.diff(potential(nodes, p, r)) * M
        numeric = transport_solution(slope)[1]
        assert abs(numeric / image[r, p] - 1) < 5e-3

# Device quantities
flux_off = D * c0 / L_cm
flux_on = flux_off * F
oxygen = (2 * oxide_density / oxide_molar_mass * const.N_A
          * interlayer_nm * 1e-7)
P_use = z * drop / (k_eV * T_use)
D_use = D * np.exp(-barrier / k_eV * (1 / T_use - 1 / T))
flux_use = D_use * c0 / L_cm * enhancement(P_use)

print("INPUTS (rough, round)")
print(f"Vacancy charge number: {z}")
print(f"Hafnia thickness: {L_nm:.1f} nm")
print(f"Field: {field:.2f} MV/cm")
print(f"Temperature: {T:.0f} K")
print(f"Diffusivity: {D:.1e} cm2/s")
print(f"Source concentration: {c0:.1e} cm^-3")
print(f"Film, oxide permittivity: {kappa_film:.1f}, {kappa_oxide:.1f}")
print(f"Hop length: {hop_nm:.2f} nm; hops: {hops}")
print(f"Interlayer thickness: {interlayer_nm:.1f} nm")
print(f"Interlayer density: {oxide_density:.1f} g/cm3")
print(f"Interlayer molar mass: {oxide_molar_mass:.2f} g/mol")
print("IDEAL MODEL")
print(f"Thermal energy: {kT:.5f} eV")
print(f"Voltage drop in hafnia: {drop:.3f} V")
print(f"P: {P:.4f}")
print(f"exp(-P): {np.exp(-P):.5f}")
print(f"F(P), formula: {F:.4f}")
print(f"F(P), transport equation: {flux_numeric:.4f}")
print(f"F(-P), opposing field: {enhancement(-P):.5f}")
print(f"Drift velocity: {P * D / L_cm:.3e} cm/s")
print(f"Depleted-layer width D/v: {L_nm / P:.3f} nm")
print(f"c/c0 at mid-film: {profile_formula[M // 2]:.4f}")
print(f"Flux without field: {flux_off:.3e} cm^-2 s^-1")
print(f"Flux with field: {flux_on:.3e} cm^-2 s^-1")
print(f"Flux with field, converted: {flux_on * 1e-14:.3f} nm^-2 s^-1")
print(f"Interlayer oxygen: {oxygen:.3e} cm^-2")
print(f"Removal time without field: {oxygen / flux_off:.1f} s")
print(f"Removal time with field: {oxygen / flux_on:.1f} s")
print(f"Slowest transient time: {relaxation * 1e3:.3f} ms")
for trial in (0.1, 0.2, 1.0):
    p = P * trial / field
    print(f"At {trial:.1f} MV/cm: P = {p:.3f}, F = {enhancement(p):.3f}")
print("NEGLECTED EFFECTS")
print(f"Space-charge strength: {space:.3f}")
print(f"Scaled flux with space charge: {space_F:.3f}")
print(f"Space-charge flux change: {100 * (space_F / F - 1):.2f} %")
print(f"Hopping F: {hopping_F:.4f}")
print(f"Hopping change: {100 * (hopping_F / F - 1):.2f} %")
print(f"Contacts, scaled flux field off: {contact_off:.3f}")
print(f"Contacts, scaled flux field on: {contact_on:.3f}")
print(f"Contacts, enhancement: {contact_on / contact_off:.3f}")
print(f"Image length: {image_length:.3f} nm")
print(f"Image energy one hop from metal: {image_length*kT/hop_nm:.3f} eV")
print(f"Oxide reflection factor: {reflection:.3f}")
for r, name in ((0.0, "Metal image"), (reflection, "Metal+oxide")):
    print(f"{name}, scaled flux field off: {image[r, 0.0]:.3e}")
    print(f"{name}, scaled flux field on: {image[r, P]:.3e}")
    print(f"{name}, enhancement: {image[r, P] / image[r, 0.0]:.2f}")
print(f"Field / rough {breakdown_field:.0f} MV/cm breakdown: "
      f"{field / breakdown_field:.3f}")
print(f"Use: {T_use:.0f} K, rough barrier {barrier:.1f} eV")
print(f"Use: P = {P_use:.3f}, F = {enhancement(P_use):.3f}")
print(f"Use: diffusivity {D_use:.2e} cm2/s")
print(f"Use: removal time {oxygen / flux_use:.2e} s")
print("all good")
```

Output:

```
INPUTS (rough, round)
Vacancy charge number: 2
Hafnia thickness: 3.0 nm
Field: 0.50 MV/cm
Temperature: 700 K
Diffusivity: 1.0e-11 cm2/s
Source concentration: 1.0e+18 cm^-3
Film, oxide permittivity: 20.0, 3.9
Hop length: 0.25 nm; hops: 12
Interlayer thickness: 0.5 nm
Interlayer density: 2.2 g/cm3
Interlayer molar mass: 60.08 g/mol
IDEAL MODEL
Thermal energy: 0.06032 eV
Voltage drop in hafnia: 0.150 V
P: 4.9734
exp(-P): 0.00692
F(P), formula: 5.0080
F(P), transport equation: 5.0080
F(-P), opposing field: 0.03465
Drift velocity: 1.658e-04 cm/s
Depleted-layer width D/v: 0.603 nm
c/c0 at mid-film: 0.9232
Flux without field: 3.333e+13 cm^-2 s^-1
Flux with field: 1.669e+14 cm^-2 s^-1
Flux with field, converted: 1.669 nm^-2 s^-1
Interlayer oxygen: 2.205e+15 cm^-2
Removal time without field: 66.2 s
Removal time with field: 13.2 s
Slowest transient time: 0.561 ms
At 0.1 MV/cm: P = 0.995, F = 1.578
At 0.2 MV/cm: P = 1.989, F = 2.305
At 1.0 MV/cm: P = 9.947, F = 9.947
NEGLECTED EFFECTS
Space-charge strength: 0.540
Scaled flux with space charge: 4.864
Space-charge flux change: -2.87 %
Hopping F: 5.0439
Hopping change: 0.72 %
Contacts, scaled flux field off: 0.857
Contacts, scaled flux field on: 3.526
Contacts, enhancement: 4.114
Image length: 1.194 nm
Image energy one hop from metal: 0.288 eV
Oxide reflection factor: 0.674
Metal image, scaled flux field off: 1.886e-02
Metal image, scaled flux field on: 2.014e-01
Metal image, enhancement: 10.68
Metal+oxide, scaled flux field off: 7.758e-03
Metal+oxide, scaled flux field on: 1.593e-01
Metal+oxide, enhancement: 20.53
Field / rough 4 MV/cm breakdown: 0.125
Use: 358 K, rough barrier 1.2 eV
Use: P = 9.724, F = 9.725
Use: diffusivity 5.58e-20 cm2/s
Use: removal time 1.22e+09 s
all good
```
